# Electron-phonon resistance of a metal at an electron-blocking dielectric

## A micrometre of metal hidden in ten nanometres

Take a thick noble-metal film on an oxide, with rough round parameters: electronic conductivity 300 W/(m K), lattice conductivity 3 W/(m K), and an interface that passes phonons with a conductance of 100 MW/(m² K). The interface alone has a resistance of 10 m² K/GW. The two-temperature model gives a total of 13.3 m² K/GW. The additional 3.28 m² K/GW equals the resistance of

\[
3.28\ \frac{\text{m}^2\,\text{K}}{\text{GW}}\times 303\ \frac{\text{W}}{\text{m K}}\approx 1000\ \text{nm}
\]

of the same metal, yet it arises in a layer about 10 nm deep. Most of the heat arrives in the electrons, which cannot enter the dielectric. It must first pass to the lattice, and the lattice must carry it over the last few nanometres.

## The model and its signs

The metal fills \(x>0\), the dielectric \(x<0\). Electrons have temperature \(T_e\) and conductivity \(k_e\); the lattice has \(T_p\) and \(k_p\). Write \(k=k_e+k_p\). The electrons give the lattice a power \(G(T_e-T_p)\) per unit volume. All coefficients are constant, there is no heating in the volume, and the state is steady.

Heat flows towards the dielectric, in the direction of \(-x\). Counting fluxes in that direction as positive, Fourier's law gives

\[
q_e=k_eT_e',\qquad q_p=k_pT_p' .
\]

Consider a slice from \(x\) to \(x+dx\). Electrons bring in \(q_e(x+dx)\) and take out \(q_e(x)\). The difference goes to the lattice, so \(q_e'=G(T_e-T_p)\). The lattice gains what the electrons lose:

\[
k_eT_e''=G(T_e-T_p),\qquad k_pT_p''=-G(T_e-T_p). \tag{1}
\]

At the interface the electrons are blocked, and phonons cross with conductance \(h_p\) to a dielectric surface at temperature \(T_d\):

\[
T_e'(0)=0,\qquad k_pT_p'(0)=h_p\,[T_p(0)-T_d]. \tag{2}
\]

## Two combinations that separate

Adding equations (1) cancels the exchange. One integration gives the conserved total flux \(Q\):

\[
k_eT_e'+k_pT_p'=Q .
\]

This suggests the conductivity-weighted mean \(M=(k_eT_e+k_pT_p)/k\). Since \(kM'=Q\),

\[
M=M_0+\frac{Q}{k}x . \tag{3}
\]

The mean is linear right up to the interface.

For the difference \(D=T_e-T_p\), divide the equations (1) by \(k_e\) and \(k_p\) and subtract:

\[
D''=G\left(\frac1{k_e}+\frac1{k_p}\right)D=\frac{D}{\ell^2},\qquad
\ell^2=\frac{k_ek_p}{Gk}. \tag{4}
\]

The solutions are \(e^{x/\ell}\) and \(e^{-x/\ell}\). In a thick metal the carriers must equilibrate far away, which excludes the growing one. Hence \(D=Ae^{-x/\ell}\).

To recover the temperatures, insert \(T_p=T_e-D\) into the definition of \(M\): \(kM=kT_e-k_pD\). Therefore

\[
T_e=M+\frac{k_p}{k}D,\qquad T_p=M-\frac{k_e}{k}D, \tag{5}
\]

where the second relation follows from \(T_p=T_e-D\) and \(k_p/k-1=-k_e/k\).

## The extra resistance

Blocking fixes \(A\). With \(D'(0)=-A/\ell\),

\[
0=T_e'(0)=\frac{Q}{k}-\frac{k_p}{k}\frac{A}{\ell}
\quad\Longrightarrow\quad A=\frac{Q\ell}{k_p}. \tag{6}
\]

Far from the interface both temperatures equal \(M\). Extrapolating this bulk line to \(x=0\) gives \(M_0\), the temperature that a description with a single metal temperature would assign to the surface. The drop from there to the lattice surface is, by (5),

\[
M_0-T_p(0)=\frac{k_e}{k}A=Q\,\frac{k_e\ell}{k\,k_p}\equiv QR .
\]

Inserting \(\ell=\sqrt{k_ek_p/(Gk)}\) gives

\[
R=\frac{k_e}{k\,k_p}\sqrt{\frac{k_ek_p}{Gk}}
=\frac{k_e^{3/2}}{\sqrt{Gk_p}\,(k_e+k_p)^{3/2}} . \tag{7}
\]

At \(x=0\) the lattice carries all of \(Q\), so (2) gives \(T_p(0)-T_d=Q/h_p\). Adding the two drops,

\[
\frac{M_0-T_d}{Q}=\frac1{h_p}+R . \tag{8}
\]

The resistances add in series, and \(R\) does not depend on \(h_p\). The equations are linear, so reversing the heat flow leaves \(R\) unchanged.

The definition matters. The surface difference between the carriers is \(T_e(0)-T_p(0)=Q\ell/k_p\), which is larger than \(QR\) by the factor \(k/k_e\). The excess, \(T_e(0)-M_0=(k_p/k)A=Q\ell/k\), is the amount by which the blocked electrons lie above the extrapolated bulk line.

As a check on (7), equations (1) were also solved numerically in slabs of thickness \(12\ell\), for \(k_p/k_e=0.01,\ 0.24,\ 1\) and \(20\). The resistance agreed with (7) to a relative error of \(8\times10^{-6}\) or less.

## Limits

Factor \(k_e\) out of \(k\) in (7):

\[
R\sqrt{Gk_p}=\left(1+\frac{k_p}{k_e}\right)^{-3/2}
\simeq 1-\frac32\frac{k_p}{k_e}\qquad (k_p\ll k_e). \tag{9}
\]

The simple expression \(1/\sqrt{Gk_p}\) is thus the limit of a metal with negligible lattice conduction. The factor is 0.985 at \(k_p/k_e=0.01\), 0.867 at 0.1 and 0.354 at 1.

In the opposite limit, \(k_e\ll k_p\), equation (7) becomes \(R\simeq k_e^{3/2}/(\sqrt G\,k_p^2)\), which vanishes with \(k_e\). The lattice then already carries nearly all the heat in the bulk, and little has to be handed over.

## Where the heat changes carrier

The electron flux follows from (5) and (6):

\[
q_e=k_e\left(\frac Qk-\frac{k_p}{k}\frac{A}{\ell}e^{-x/\ell}\right)
=\frac{k_e}{k}Q\left(1-e^{-x/\ell}\right).
\]

It rises from zero to its bulk share \(k_e/k\) over the length \(\ell\). Two processes cost temperature there: the exchange itself, and conduction with the flux badly divided between the carriers. Their shares can be found from (7)'s own ingredients.

Integrate \(k_eT_e'^2+k_pT_p'^2+GD^2\) from 0 to a depth \(L\gg\ell\). Integrating the gradient terms by parts leaves boundary terms and

\[
-\int_0^L\left(T_ek_eT_e''+T_pk_pT_p''\right)dx=-\int_0^L GD\,(T_e-T_p)\,dx=-\int_0^L GD^2dx ,
\]

which cancels the exchange term. At \(L\) both temperatures equal \(M(L)\), up to exponentially small terms; at 0 only the lattice carries flux. The boundary terms are therefore

\[
Q\,[M(L)-T_p(0)]=Q^2\left(\frac Lk+R\right). \tag{10}
\]

Now insert (5) into the gradient terms. The cross terms \(\pm2(k_ek_p/k)M'D'\) cancel, and the squares of \(D'\) have the coefficient \(k_ek_p^2/k^2+k_pk_e^2/k^2=k_ek_p/k=G\ell^2\). Thus

\[
k_eT_e'^2+k_pT_p'^2=\frac{Q^2}{k}+G\ell^2D'^2 .
\]

The first term integrates to \(Q^2L/k\), the ordinary bulk part of (10). Because \(D'=-D/\ell\), the second equals \(GD^2\). Hence

\[
Q^2R=\int_0^\infty\left(GD^2+GD^2\right)dx=G\ell A^2 .
\]

Half of \(R\) comes from the exchange and half from the diverted conduction, for any ratio \(k_e/k_p\). Inserting \(A=Q\ell/k_p\) and \(G\ell^2=k_ek_p/k\) returns \(R=k_e\ell/(kk_p)\), as it should.

## How thick is thick?

Suppose the metal ends at \(x=d\), where a good contact imposes \(T_e=T_p\). The difference must vanish there, so

\[
D=A\,\frac{\sinh[(d-x)/\ell]}{\sinh(d/\ell)},\qquad
D'(0)=-\frac A\ell\coth\frac d\ell .
\]

Blocking now gives \(A=(Q\ell/k_p)\tanh(d/\ell)\), and \(M_0-T_p(0)=(k_e/k)A\) gives

\[
R(d)=R\tanh\frac d\ell . \tag{11}
\]

For \(d\ll\ell\), \(R(d)\simeq Rd/\ell=k_ed/(kk_p)\). Together with the bulk term this is

\[
\frac dk+\frac{k_ed}{kk_p}=\frac{d}{k}\,\frac{k_p+k_e}{k_p}=\frac d{k_p}.
\]

In so thin a film the lattice carries nearly all the heat, because there is little room for exchange. The result depends on the condition at \(d\); a contact that feeds only the electrons would need its own calculation.

## Two metals in numbers

Lengths in nm and conductivities in W/(m K) give resistances in m² K/GW. In the same units \(G=3\times10^{16}\) W/(m³ K) becomes 0.03 W/(m K nm²).

For the noble-metal film,

\[
\ell=\sqrt{\frac{300\times3}{0.03\times303}}=9.95\ \text{nm},\qquad
R=\frac{300\times9.95}{303\times3}=3.28\ \frac{\text{m}^2\,\text{K}}{\text{GW}} .
\]

This corresponds to a conductance of 305 MW/(m² K). It makes up 25 % of the total interface resistance. The simple limit, 3.33, is 1.5 % above \(R\). Equation (11) reaches 99 % of \(R\) at a thickness of 26 nm.

At a heat flux of 1 kW/cm², or 0.01 GW/m², the drop \(QR\) is 33 mK. The total drop, 0.13 K, is \(4\times10^{-4}\) of 300 K, so the linear treatment is adequate at this flux.

The second case uses rough values for vanadium: \(k_e=25\) and \(k_p=6\) W/(m K), \(G=2\times10^{18}\) W/(m³ K), and \(h_p=200\) MW/(m² K). Then

\[
\ell=\sqrt{\frac{25\times6}{2\times31}}=1.56\ \text{nm},\qquad
R=\frac{25\times1.555}{31\times6}=0.209\ \frac{\text{m}^2\,\text{K}}{\text{GW}} .
\]

Here the simple limit, 0.289, is 38 % above \(R\), so the full formula is needed if \(R\) itself is wanted. The total is 5.21 m² K/GW, however, and \(R\) is only 4 % of it. Using the simple limit would raise the total by 1.5 %.

## When mean free paths are not short

Fourier's law requires carriers to scatter many times within \(\ell\). The kinetic estimate \(\Lambda_p=3k_p/(Cv)\) uses the lattice heat capacity \(C\) and sound speed \(v\). Rough values of 2.5 MJ/(m³ K) and 1.5 km/s for the noble metal give 2.4 nm, or \(0.24\,\ell\). For vanadium, 3 MJ/(m³ K) and 3 km/s give 2.0 nm, or \(1.3\,\ell\). The assumed electron paths are 40 nm, or \(4\,\ell\), and 2 nm, or \(1.3\,\ell\). The diffusive assumption is therefore not justified in advance for either film.

A grey kinetic model, with one mean free path per carrier, sizes the error. Let \(f(x,\mu)\) and \(g(x,\mu)\) be the phonon and electron temperatures by direction, where \(\mu\) is the cosine of the angle to \(+x\), and let \(T_p\) and \(T_e\) be their averages over \(\mu\):

\[
\mu\Lambda_pf'=T_p-f+\frac{G\Lambda_p^2}{3k_p}(T_e-T_p),
\]
\[
\mu\Lambda_eg'=T_e-g-\frac{G\Lambda_e^2}{3k_e}(T_e-T_p).
\]

The flux of phonons along \(+x\) is \((3k_p/\Lambda_p)\langle\mu f\rangle\). Averaging the first equation shows that its derivative is \(G(T_e-T_p)\), as energy balance requires; the electrons have the opposite sign. Phonons leave the interface equally in all directions, and electrons are reflected specularly.

Even without electrons, such a model has a temperature jump at the boundary, equivalent to a resistance \(0.710\,\Lambda_p/k_p\). This is subtracted to isolate the electron-phonon part. The remainder is 3.34 m² K/GW for the noble metal, 1.6 % above the diffusive \(R\), and 0.221 for vanadium, 5.6 % above.

These corrections are smaller than the path lengths suggest. With the electron path cut a hundredfold and \(k_e\) held fixed, the noble-metal excess falls to 0.2 %, so most of it is due to the long electron path. For vanadium the same cut leaves an excess of 2 %. The corrections thus depend on the assumed electron paths: with 5 nm instead of 2 nm in vanadium, and the other inputs unchanged, the excess would be 19 %. They also depend on the assumed wall. With electrons reflected diffusely instead of specularly, the excesses are 1.1 % for the noble metal and 4.7 % for vanadium. With 90 % of the phonons reflected specularly, the noble-metal excess is 1.1 % and the vanadium remainder lies 0.6 % below the diffusive \(R\). These figures give the size of the correction, not its value or sign for a real interface.

The subtraction needs care. For vanadium the phonon jump is \(0.710\times2/6=0.24\) m² K/GW, as large as \(R\). For the noble metal it is \(0.710\times2.4/3=0.57\) m² K/GW, about ten times the kinetic correction found above. Whether it is already contained in a quoted \(h_p\) depends on how that conductance was defined. Equation (11) was not examined in the kinetic model, so the 26 nm quoted above is a diffusive figure.

## If some electrons do transfer heat

Electrons may exchange heat directly with the dielectric's vibrations across the interface. Give this channel a conductance \(h_e\), and set \(T_d=0\). Equations (5), with \(k_ek_p/k=G\ell^2\), give the surface fluxes

\[
q_e=\frac{k_e}{k}Q-G\ell A,\qquad q_p=\frac{k_p}{k}Q+G\ell A .
\]

Since \(T_e(0)=q_e/h_e\) and \(T_p(0)=q_p/h_p\), their difference is \(A=q_e/h_e-q_p/h_p\). Collecting the terms in \(A\),

\[
A=Q\,\frac{k_e/(kh_e)-k_p/(kh_p)}{1+G\ell(1/h_e+1/h_p)},\qquad
M_0=\frac{q_p}{h_p}+\frac{k_e}{k}A . \tag{12}
\]

For \(h_e\to0\) the terms in \(1/h_e\) dominate, and \(A\to Qk_e/(kG\ell)=Q\ell/k_p\), which is (6).

For the noble metal let \(h_e=0.1\,h_p=0.01\) GW/(m² K), an assumed value. With \(G\ell=0.2985\) and \(Q=1\) GW/m²,

\[
A=\frac{99.01-0.10}{1+0.2985\times110}=2.923\ \text{K},
\]
\[
M_0=10\,(0.0099+0.2985\times2.923)+0.990\times2.923=11.7\ \text{K}.
\]

The total resistance falls from 13.3 to 11.7 m² K/GW, by 12 %. The same ratio \(h_e/h_p\) lowers the vanadium total by 10 %.

## Reading the result for a real chip

The noble-metal parameters are of the size expected for a metal film on an oxide near room temperature, but \(G\), \(k_p\) and especially \(h_p\) vary with the metal and with the preparation of the interface. The vanadium values are rougher still: splitting the same total conductivity as \(k_e=29\) and \(k_p=2\) W/(m K) would give \(R=0.45\) m² K/GW, or 8 % of the total instead of 4 %. For the thick films computed here, the assumed leak of one tenth of \(h_p\) moves the total by about 10 %, more than the kinetic corrections do. The actual leak of a given interface is not supplied by this model. Interfacial mixing and roughness are also left out, except as they enter \(h_p\).

Operating temperature matters too. If \(k_p\) falls as \(1/T\) while \(k_e\) and \(G\) stay fixed, going from 300 to 400 K raises \(R\) by 16 % in the noble metal and by 24 % in vanadium. The rise is larger in vanadium because a smaller \(k_p\) also brings the factor in (9) closer to one.

For these parameters, then, \(R\) is a quarter of the interface resistance of the noble-metal contact, while for vanadium it is smaller than the change caused by the assumed leak. Whether it matters in a chip depends on the other resistances in the heat path: at 1 kW/cm², the noble-metal \(R\) accounts for only 33 mK. The numerical output lists the inputs and results for both films.

## Computed results

```
Largest relative error of R, thick slab: 8.0e-06
Milne length / mean free path: 0.7104
R*sqrt(G*kp) for chosen kp/ke:
  kp/ke = 0.01: 0.9852
  kp/ke = 0.10: 0.8668
  kp/ke = 1.00: 0.3536
Heat flux: 1.0 kW/cm^2
Resistances below are in m^2 K/GW
--- noble-metal film ---
ke, kp: 300, 3 W/(m K)
G: 3.0e+16 W/(m^3 K);  hp: 100 MW/(m^2 K)
C: 2.5 MJ/(m^3 K);  v: 1.5 km/s
Relaxation length ell: 9.950 nm
Thickness for tanh(d/ell) = 0.99: 26.34 nm
R: 3.2840;  simple limit: 3.3333
R / simple limit: 0.9852
Conductance 1/R: 305 MW/(m^2 K)
1/hp: 10.000;  total: 13.284;  R share: 24.72 %
Te(0)-Tp(0): 33.168 mK
Extrapolated T - Tp(0): 32.840 mK
Te(0) - extrapolated T: 0.3284 mK
Mean free paths, electron, phonon: 40.0, 2.40 nm
Mean free paths / ell: 4.02, 0.24
Kinetic R: 3.3355;  / diffusive R: 1.016
Kinetic R, electron path cut 100-fold: 3.2906
Total with he = 0.1 hp: 11.719 (-11.78 %)
R at 400 K, kp ~ 1/T: 3.8061 (+15.9 %)
Total drop / 300 K: 4.4e-04
--- vanadium film ---
ke, kp: 25, 6 W/(m K)
G: 2.0e+18 W/(m^3 K);  hp: 200 MW/(m^2 K)
C: 3.0 MJ/(m^3 K);  v: 3.0 km/s
Relaxation length ell: 1.555 nm
Thickness for tanh(d/ell) = 0.99: 4.12 nm
R: 0.2091;  simple limit: 0.2887
R / simple limit: 0.7242
Conductance 1/R: 4783 MW/(m^2 K)
1/hp: 5.000;  total: 5.209;  R share: 4.01 %
Te(0)-Tp(0): 2.592 mK
Extrapolated T - Tp(0): 2.091 mK
Te(0) - extrapolated T: 0.5018 mK
Mean free paths, electron, phonon: 2.0, 2.00 nm
Mean free paths / ell: 1.29, 1.29
Kinetic R: 0.2207;  / diffusive R: 1.056
Kinetic R, electron path cut 100-fold: 0.2133
Total with he = 0.1 hp: 4.709 (-9.60 %)
R at 400 K, kp ~ 1/T: 0.2600 (+24.4 %)
Total drop / 300 K: 1.7e-04
```
